# Scrubbing Gain in Memory Arrays with Single-Error Correction

## A word of two cells

Take a memory word of two cells, protected by a code that can repair one wrong cell but not two. Each cell goes wrong with a small probability $X$ during the life $T$ of the memory, at a constant rate, independently of the other, and then stays wrong until it is rewritten. If nobody looks at the word before the end of life, it is lost when both cells have gone wrong, with probability $X^2$.

Now divide the life into $m$ equal intervals. At the end of each one the word is read, corrected and written back, which is called scrubbing. Within one interval a cell goes wrong with probability close to $X/m$, and both do so with probability $(X/m)^2$. There are $m$ intervals in which this can happen, so the lifetime loss probability is

$$m\left(\frac{X}{m}\right)^2=\frac{X^2}{m}. \tag{1}$$

Scrubbing does not make errors rarer. It prevents an old error from waiting for a new one. Given one error in each cell, the two error times are independent and, for small $X$, nearly uniform over the life. Whatever interval the error of cell 1 falls in, that of cell 2 falls in the same one with probability close to $1/m$, and only then is the pair fatal.

It remains to treat words of many cells and arrays of many words, and to find how small the probabilities must be.

## Assumptions and the loss in one interval

An array has $W$ words of $n\ge2$ cells. Each cell goes wrong at constant rate $\lambda$, independently of all others, and stays wrong until rewritten. A word is lost once two or more of its cells are wrong together. Scrubs are instantaneous and faultless, and the last of the $m$ intervals ends with the end-of-life read. Thus $m=1$ means no scrub during life, and $m$ intervals need $m-1$ scrubs before the final read. No other reads or writes are counted. Let $X=\lambda T$ be the lifetime exposure of a cell.

The probability $p$ that a cell is still right obeys $dp/dt=-\lambda p$. After an exposure $x=\lambda t$ it is therefore $e^{-x}$, and the cell is wrong with probability $1-e^{-x}$. A word survives if no cell or one cell is wrong:

$$\begin{aligned}
S(x)&=e^{-nx}+n\,(1-e^{-x})\,e^{-(n-1)x}\\
&=n\,e^{-(n-1)x}-(n-1)\,e^{-nx}.
\end{aligned} \tag{2}$$

The factor $n$ counts which cell is wrong; the second line follows from $e^{-x}e^{-(n-1)x}=e^{-nx}$. For $n=2$ the loss $1-S$ is $(1-e^{-x})^2$, as it must be.

Let $u(x)=1-S(x)$. Differentiating (2) gives

$$u'(x)=n(n-1)\,e^{-(n-1)x}\,(1-e^{-x}). \tag{3}$$

For $x\ge0$ we have $e^{-(n-1)x}\le1$ and $1-e^{-x}\le x$, so $u'\le n(n-1)x$. For a lower bound, use $e^{-(n-1)x}\ge1-(n-1)x$ and multiply by the non-negative factor $1-e^{-x}$:

$$\begin{aligned}
e^{-(n-1)x}(1-e^{-x})&\ge(1-e^{-x})-(n-1)x(1-e^{-x})\\
&\ge x-\tfrac12x^2-(n-1)x^2\\
&=x-\left(n-\tfrac12\right)x^2 .
\end{aligned} \tag{4}$$

In the second line the first term was replaced by its lower bound $x-x^2/2$, and the subtracted term was enlarged by $1-e^{-x}\le x$. Since $u(0)=0$, integration from $0$ to $x$ gives

$$C x^2\left[1-\frac{(2n-1)x}{3}\right]\le u(x)\le C x^2,\qquad C=\frac{n(n-1)}{2}. \tag{5}$$

Here $C$ is the number of cell pairs. To leading order a word is lost through one pair, and each pair contributes $x^2$.

## The whole life and the whole array

A word that survives a scrub starts the next interval with every cell right. Because the rate is constant, its chance of surviving that interval depends on the interval's length and not on its date. The survival probabilities therefore multiply, over $m$ intervals and over $W$ independent words. The probability that at least one word is lost during life is

$$P_m=1-S(X/m)^{mW}. \tag{6}$$

A Markov chain for the state of one word, with its transition matrix exponentiated numerically, gave the same result as (6) with $W=1$ for $n=8,39,72$, $X=10^{-6},10^{-3},0.05$ and $m=1,5,120$. The relative difference was below $10^{-20}$ in each case.

Write $u_m=u(X/m)$ and $N=mW$, the number of word-intervals. The probability that at least one of $N$ independent events occurs is at most the sum of their probabilities, and at least that sum minus the sum over pairs:

$$N u_m\left[1-\tfrac12(N-1)u_m\right]\le P_m\le N u_m. \tag{7}$$

Define

$$A=C X^2,\qquad \varepsilon=\frac{(2n-1)X}{3}. \tag{8}$$

Then (5) at $x=X/m$ reads $(A/m^2)(1-\varepsilon/m)\le u_m\le A/m^2$. The upper bound gives $(N-1)u_m\le mW\,A/m^2=WA/m$. Inserting these in (7), we find, for $\varepsilon<m$ and $WA<2m$,

$$\frac{WA}{m}\left(1-\frac{\varepsilon}{m}\right)\left(1-\frac{WA}{2m}\right)\le P_m\le\frac{WA}{m}. \tag{9}$$

The loss per interval falls as $1/m^2$, the number of intervals grows as $m$, and one factor $1/m$ is left.

For $m=1$ we keep the slightly sharper $N-1=W-1$ in (7), so that $P_1\ge WA(1-\varepsilon)[1-(W-1)A/2]$, while $P_1\le WA$. Dividing the lower bound on $P_1$ by the upper bound on $P_m$, and the reverse, gives

$$m(1-\varepsilon)\left[1-\frac{(W-1)A}{2}\right]\le\frac{P_1}{P_m}\le\frac{m}{\left(1-\varepsilon/m\right)\left[1-WA/(2m)\right]}, \tag{10}$$

provided $\varepsilon<1$ and $WA<2$, which keep all factors positive. The gain $P_1/P_m$ tends to $m$ when $nX$ and $WA$ both tend to zero.

Through order $x^2$ the estimates in (4) are equalities, so the lower bound in (5) is also the expansion of $u$ through order $x^3$. The first departure from $m$ then follows by keeping the leading corrections in (7). For a large array, $P_m\approx(WA/m)[1-\varepsilon/m-WA/(2m)]$, and hence

$$\frac{P_1}{P_m}\approx m\left[1-\left(\varepsilon+\frac{WA}{2}\right)\left(1-\frac1m\right)\right]. \tag{11}$$

For a single word the term $WA/2$ is of second order in $X$ and is dropped at this order.

The two conditions differ in meaning. Small $nX$ says that a word seldom has even one error. Small $WA$ says that the whole array seldom loses a word even without scrubbing. If the second fails while the first holds, the expected number of lost words still falls by nearly $m$, but the probability of losing at least one does not, because $P_1$ cannot exceed one. If $X$ grows without limit at fixed $m$, both probabilities tend to one and the gain disappears.

The same counting covers a code that corrects $k$ errors per word. Loss then needs $k+1$ errors in one interval, with leading probability proportional to $(X/m)^{k+1}$. Multiplying by $m$ intervals leaves $m^{-k}$. Without correction, $k=0$, there is no gain.

A simulation shows the mechanism outside the rare-error regime. Hits were scattered at random over 4 million words of 72 cells and over time, with $X=0.006$ and $m=4$. Among words with two hits on different cells, a fraction 0.2511 had both in one interval, against the expected $1/4$. Without scrubbing 278272 words were lost, with scrubbing 85229. The gain is 3.265, and (6) gives 3.27. It lies well below 4 because here $\varepsilon=143\times0.006/3=0.286$ is not small. The first-order form (11) gives 3.14; at this size of $\varepsilon$ the higher orders are no longer negligible and make up the difference.

## A hafnia memory array

Consider a ferroelectric hafnia memory with one capacitor per cell and destructive read, so that a read must be followed by a write-back. Let it have $W=2^{20}=1048576$ words of $n=72$ cells, 64 for data and 8 for checking. Such a code can correct one wrong cell and detect two. Two wrong cells are then noticed but not repaired, and the word counts as lost.

The life is ten years and the exposure $X=10^{-6}$, which means a rate of $1.141\times10^{-11}$ per hour and cell. With $m=120$ an interval lasts 30.44 days. The number of pairs is $C=72\times71/2=2556$, so

$$A=2556\times(10^{-6})^2=2.556\times10^{-9},\qquad WA=0.00268. \tag{12}$$

In one interval a word is lost with probability $2556\times(10^{-6}/120)^2=1.775\times10^{-13}$. Over 120 intervals this becomes $2.13\times10^{-11}$, and over the array

$$P_{120}=2.233\times10^{-5},\qquad P_1=2.676\times10^{-3},\qquad \frac{P_1}{P_{120}}=119.8. \tag{13}$$

The bounds (10) are 119.83 and 120.001. The relative shortfall from 120 is 0.0014. By (11) it comes mostly from $WA/2=0.00134$, since $\varepsilon=4.8\times10^{-5}$. For $m=12$ and $m=1200$ the gains are 11.98 and 1198.

With 1024 such arrays in one memory, $WA$ exceeds 2 and (10) no longer applies. The expected number of lost words falls from 2.744 to 0.02287, still a factor 120. The probability of losing at least one falls from 0.936 to 0.0226, a factor of 41.

## Uneven exposure

If the temperature varies, or the intervals are unequal, the cells collect exposures $x_i$ with $\sum_i x_i=X$. To leading order a word is lost with probability $C\sum_i x_i^2$, and the gain is

$$G=\frac{X^2}{\sum_i x_i^2}\le m. \tag{14}$$

The bound follows from $0\le\sum_i(x_i-X/m)^2=\sum_i x_i^2-X^2/m$, with equality for equal exposures. At constant rate, equal intervals are thus the best choice for given $m$.

As an example, let six monthly intervals at 75 °C alternate with six at 85 °C, with $X$ held fixed. For a thermally activated rate with an assumed barrier of 1 eV, the hot rate is $r=2.536$ times the cool one. Half the exposures are proportional to 1 and half to $r$, so

$$G=\frac{m(1+r)^2}{2(1+r^2)}=100.9. \tag{15}$$

## Errors that scrubbing does not cure

Each effect below is added alone, with $X=10^{-6}$ and $m=120$ held fixed, and is present both with and without scrubbing. Its assumed size is a round number, not a measured one. The formulas are of leading order; for these numbers the Markov chain, extended by each effect, agreed with them within a relative $10^{-3}$.

**Stuck cells.** Let a cell become permanently wrong with lifetime exposure $H$. For a given pair of cells, two curable errors contribute $X^2/m$ and two stuck cells $H^2$. In a mixed pair either cell may be the stuck one, which gives $2HX$ times the fatal fraction. If the stuck cell comes first, which has probability $1/2$, the later error is fatal whatever its interval. If the curable error comes first, the pair is fatal when both share an interval, with probability $1/(2m)$. The word loss is

$$C\left[\frac{X^2}{m}+HX\left(1+\frac1m\right)+H^2\right]. \tag{16}$$

At $m=1$ this is $C(X+H)^2$, as it should be. For $H=0.01X$ the gain is

$$\frac{1.01^2}{0.00833+0.01008+0.0001}=55.1. \tag{17}$$

For $m\to\infty$ it saturates at $(X+H)^2/(HX+H^2)=1+X/H$, here 101. A stuck share $H/X$ of 0.0082 already doubles the scrubbed loss.

**Miswrites.** If every write leaves a cell wrong with probability $w$, a cell is wrong at the end of an interval with probability $X/m+w$. The word loss is

$$mC\left(\frac Xm+w\right)^2=C\left(\frac{X^2}{m}+2Xw+mw^2\right). \tag{18}$$

The derivative with respect to $m$ vanishes when $X^2/m^2=w^2$, so the best number of intervals is $m=X/w$ and the least loss is $4CXw$. For $w=10^{-10}$ the gain at $m=120$ is 117. The optimum lies at $m=10000$, with word loss $1.02\times10^{-12}$; more frequent scrubbing than that increases the loss.

**Events that spoil two cells.** Let such events within one word occur at a fraction $f$ of the rate of single-cell errors in that word. They add $nXf$ to the word loss, independent of $m$, because no scrub can come between the two errors. For $f=10^{-7}$ the addition is $7.2\times10^{-12}$, against $2.13\times10^{-11}$ from separate errors, and the gain drops to 90. A share $f=(n-1)X/(2m)=3.0\times10^{-7}$ doubles the scrubbed loss. Rare correlated events matter because the competing process needs two independent rare errors.

**Ageing since the last write.** Suppose that the exposure grows as $X(t/T)^\beta$ with the time $t$ since writing, and that rewriting resets this clock. Each interval then contributes the exposure $Xm^{-\beta}$, the word loss is $mC(Xm^{-\beta})^2$, and

$$G=m^{2\beta-1}. \tag{19}$$

Constant rate is $\beta=1$. For $\beta=0.9$ the gain is 46, and for $\beta=1/2$ it is 1: scrubbing then restarts the early, fast losses often enough to cancel its benefit. For $\beta<1/2$ it does harm.

## The model beside real devices

The destructive read belongs to the assumed one-capacitor cell, and the ten-year life is a chosen round number. The exposure $10^{-6}$ is a rough assumption; the real figure depends strongly on film, voltage and temperature, and may differ by orders of magnitude. In the ideal model this changes the loss probability as $X^2$ but hardly the gain, while $nX$ and $WA$ stay small. For the array above this margin is limited: by (6), the gain at $m=120$ falls to 105 for $X=10^{-5}$ and to 5 for $X=10^{-4}$. The constant rate is also open to doubt for hafnia. Remanent polarization can relax after writing, and imprint, the drift of the switching voltage in a stored state, develops with time. By (19), a modest change from $\beta=1$ to $0.9$ moves the gain from 120 to 46. That the clock is reset is a further assumption, since writing the same data back need not remove imprint. Stuck cells, miswrites and two-cell events of the sizes assumed above, acting together at constant rate, leave a gain of 47.

Two further assumptions limit the use of the result. First, all cells were given the same small exposure. In a real array a few weak cells may cause most errors, and a small mean exposure does not exclude this. Scrubbing hardly helps cells that go wrong again soon after each scrub, and the gain falls well before that point: for a pair of cells with exposure 1 each, 120 intervals gain only a factor 49, and with exposure 10 only 1.9. Second, no other reads were counted. An ordinary read that corrects the word and writes it back is itself a scrub. If each word has on average ten such reads at random times during its life, the scheduled scrubs add only a factor of about 22. Even one such read on average leaves a factor of only about 89. The factor $m$ thus belongs to words that will most likely see no such read in their whole life.

Within this model, a factor near $m$ may be expected if curable, independent errors at a steady rate dominate, if the exposure of every cell that contributes appreciably is small, if the average number of other correcting reads per word during the whole life is well below one, if array loss is rare even without scrubbing, and if $m$ is well below both $X/H$ and $X/w$ and the two-cell share $f$ is well below $(n-1)X/(2m)$. The last three margins must be wide, because the shortfalls add: for a word of the array above, with $m$ at a tenth of $X/H$ and of $X/w$ and $f$ at a tenth of its limit, the gain is only $0.71\,m$; with each at a hundredth it is $0.96\,m$.

## Calculated quantities

```
cells per word n: 72
words in array W: 1048576
lifetime: 10 years
cell exposure over life X: 1e-06
cell error rate: 1.141e-11 per hour
intervals m: 120
interval length: 30.44 days
cell pairs per word n(n-1)/2: 2556
A, leading loss of unscrubbed word: 2.556e-09
eps = (2n-1)X/3: 4.767e-05
W*A: 0.00268
word loss in one scrub interval: 1.775e-13
word loss over life, m = 1: 2.5559e-09
word loss over life, m = 120: 2.13e-11
array, m = 1: loss probability 0.0026764, gain 1
array, m = 12: loss probability 0.00022332, gain 11.9847
array, m = 120: loss probability 2.2334e-05, gain 119.835
array, m = 1200: loss probability 2.2335e-06, gain 1198.34
lower bound on gain, m = 120: 119.8335
upper bound on gain, m = 120: 120.0014
first-order relative departure of gain from m: 0.001376
number of arrays in large memory: 1024
large memory, expected lost words, m = 1: 2.744
large memory, expected lost words, m = 120: 0.02287
large memory, loss probability, m = 1: 0.9357
large memory, loss probability, m = 120: 0.02261
large memory, gain in probability: 41.38
simulation: 4000000 words, n = 72, X = 0.006, m = 4
simulation, lost words without scrub: 278272
simulation, lost words with scrub: 85229
simulation, gain: 3.265
formula, gain for simulated case: 3.27
simulation, two-hit pairs sharing an interval: 0.2511
assumed stuck-cell exposure / X: 0.01
gain with stuck cells: 55.09
stuck-cell exposure / X that doubles loss: 0.008198
assumed miswrite probability per cell and write: 1e-10
gain with miswrites: 117.2
miswrite probability that doubles loss: 3.452e-09
best m with assumed miswrites: 10000
word loss at best m: 1.022e-12
assumed two-cell events per single-cell event: 1e-07
gain with two-cell events: 89.93
two-cell share that doubles loss: 2.958e-07
seasons: 75 and 85 C, barrier 1.0 eV
hot/cool error rate ratio: 2.536
gain with seasons: 100.9
gain with exposure ~ time^0.5: 1
gain with exposure ~ time^0.9: 46.06
gain with exposure ~ time^1.0: 120
gain with stuck cells, miswrites and two-cell events together: 47.24
```
